# Stress singularity at a traction-free right-angle re-entrant corner

## Question

A rectangular window is etched through a silicon die. Seen in plan, the die fills 270° around each corner of the window. Treat the material near one corner as a homogeneous, isotropic, linear-elastic body in plane strain, without body forces. Use polar coordinates \((r,\theta)\) centred on the corner, with \(\theta=0\) along the bisector inside the material. The body occupies \(-\alpha<\theta<\alpha\), and both faces \(\theta=\pm\alpha\) are free of traction. The strain energy near the corner is finite.

### Part (a)

*Look for an Airy function \(\phi=r^{\lambda+1}F(\theta)\). Find the stresses, the equation for \(F\), its general even solution and the boundary conditions. Which values of \(\lambda\) are admissible?*

**Answer.** The Airy function satisfies equilibrium identically through

\[
\sigma_{rr}=\frac1r\frac{\partial\phi}{\partial r}+\frac1{r^2}\frac{\partial^2\phi}{\partial\theta^2},\qquad
\sigma_{\theta\theta}=\frac{\partial^2\phi}{\partial r^2},\qquad
\sigma_{r\theta}=-\frac{\partial}{\partial r}\left(\frac1r\frac{\partial\phi}{\partial\theta}\right).
\]

Inserting the trial form gives

\[
\sigma_{rr}=r^{\lambda-1}\left[F''+(\lambda+1)F\right],\quad
\sigma_{\theta\theta}=\lambda(\lambda+1)r^{\lambda-1}F,\quad
\sigma_{r\theta}=-\lambda r^{\lambda-1}F'.
\]

For an isotropic body without body forces, compatibility of the strains requires \(\nabla^4\phi=0\). The first Laplacian is

\[
\nabla^2\phi=r^{\lambda-1}G,\qquad G=F''+(\lambda+1)^2F .
\]

The second acts on a function with radial power \(\lambda-1\), so

\[
\nabla^4\phi=r^{\lambda-3}\left[G''+(\lambda-1)^2G\right]=0 .
\]

A trial function \(F=e^{ik\theta}\) then requires

\[
\left[k^2-(\lambda+1)^2\right]\left[k^2-(\lambda-1)^2\right]=0 .
\]

Hence \(k=\pm(\lambda+1)\) or \(k=\pm(\lambda-1)\). Symmetric stresses have even \(F\), and for \(\lambda\ne0\)

\[
F=A\cos(\lambda+1)\theta+B\cos(\lambda-1)\theta .
\]

On a free face \(\sigma_{\theta\theta}=\sigma_{r\theta}=0\), which means \(F(\alpha)=F'(\alpha)=0\). Evenness takes care of the other face.

The energy density is quadratic in stress and scales as \(r^{2\mathrm{Re}\lambda-2}\). With the area element \(r\,dr\,d\theta\), the energy contains \(\int_0 r^{2\mathrm{Re}\lambda-1}dr\), which converges if and only if \(\mathrm{Re}\,\lambda>0\). Stresses diverge if also \(\mathrm{Re}\,\lambda<1\). The singular modes therefore lie in the strip \(0<\mathrm{Re}\,\lambda<1\).

### Part (b)

*Derive the eigenvalue equation for symmetric modes at general \(\alpha\). Check it for a flat edge and for a crack.*

**Answer.** Write \(p=(\lambda+1)\alpha\) and \(m=(\lambda-1)\alpha\). The two conditions, the second multiplied by \(-1\), are

\[
A\cos p+B\cos m=0,\qquad
(\lambda+1)A\sin p+(\lambda-1)B\sin m=0 .
\]

A non-zero solution needs a vanishing determinant:

\[
(\lambda-1)\cos p\sin m-(\lambda+1)\sin p\cos m=0 .
\]

Collect the terms with and without the factor \(\lambda\):

\[
-\lambda(\sin p\cos m-\cos p\sin m)-(\sin p\cos m+\cos p\sin m)=0 .
\]

The brackets are \(\sin(p-m)\) and \(\sin(p+m)\). Since \(p-m=2\alpha\) and \(p+m=2\lambda\alpha\), the result is the Williams equation

\[
\sin(2\lambda\alpha)+\lambda\sin(2\alpha)=0 .
\]

For a flat edge, \(2\alpha=\pi\), it becomes \(\sin\pi\lambda=0\). The smallest positive root is \(\lambda=1\), and the stress stays finite. For a crack, \(2\alpha=2\pi\), it becomes \(\sin2\pi\lambda=0\), with smallest positive root \(\lambda=1/2\). This is the inverse-square-root field of a crack tip.

### Part (c)

*Solve the equation for the window corner. Show that there is one singular symmetric mode, including possible complex roots, and state how the stress diverges.*

**Answer.** Here \(2\alpha=3\pi/2\) and \(\sin2\alpha=-1\). With \(a=3\pi/2\), the equation is

\[
\sin(a\lambda)=\lambda .
\]

Consider first real \(\lambda\), and let \(f(\lambda)=\sin(a\lambda)-\lambda\). On \((0,2/3)\) the argument \(a\lambda\) lies between 0 and \(\pi\), so \(f''=-a^2\sin(a\lambda)<0\). This concave function starts at \(f(0)=0\) with slope \(a-1>0\) and ends at \(f(2/3)=-2/3\). It therefore has one zero inside the interval. On \([2/3,1)\) the sine is zero or negative while \(\lambda\) is positive, so there is no further root.

Now let \(\lambda=x+iy\) with \(0<x<1\) and \(y>0\). The real and imaginary parts give

\[
\sin(ax)\cosh(ay)=x,\qquad \cos(ax)\sinh(ay)=y .
\]

Because \(\sinh(ay)>ay\), the second equation gives \(0<\cos(ax)<1/a\approx0.212\). The first gives \(\sin(ax)>0\). With \(0<ax<3\pi/2\), both signs are positive only for \(ax<\pi/2\), that is \(x<1/3\). But the bound on the cosine also gives \(\sin(ax)>0.97\), and then the first equation gives \(x>0.97\). The contradiction excludes these roots. Roots with \(y<0\) are their complex conjugates and are excluded as well.

To locate the real root, note that \(f(0.5)=0.707-0.5>0\) and \(f(0.6)=0.309-0.6<0\). Refining this bracket numerically gives

\[
\lambda=0.544484,\qquad \lambda-1=-0.455516 .
\]

Thus, if the load excites this mode, the symmetric stresses diverge as

\[
\sigma_{ij}\propto r^{-0.456}.
\]

No elastic constant entered the stress problem, so the exponent is the same for every isotropic material, in plane strain or plane stress. The amplitude does depend on the load, and it can vanish for a special load.

### Part (d)

*Let \(K\) be defined by \(\sigma_{\theta\theta}(r,0)=Kr^{\lambda-1}\). Write all stresses of this mode. Then find the antisymmetric singularity of the same corner.*

**Answer.** The first boundary condition gives

\[
\beta\equiv\frac BA=-\frac{\cos(\lambda+1)\alpha}{\cos(\lambda-1)\alpha}=1.8414 .
\]

On the bisector \(F(0)=A+B=A(1+\beta)\), so \(K=\lambda(\lambda+1)A(1+\beta)\). For \(\sigma_{rr}\), the coefficients of the two cosines in \(F''+(\lambda+1)F\) are

\[
A\left[-(\lambda+1)^2+\lambda+1\right]=-\lambda(\lambda+1)A,
\]
\[
B\left[-(\lambda-1)^2+\lambda+1\right]=\lambda(3-\lambda)B .
\]

Dividing by \(\lambda(\lambda+1)A(1+\beta)\), and treating the other components likewise, gives

\[
\sigma_{\theta\theta}=\frac{Kr^{\lambda-1}}{1+\beta}\left[\cos(\lambda+1)\theta+\beta\cos(\lambda-1)\theta\right],
\]
\[
\sigma_{rr}=\frac{Kr^{\lambda-1}}{1+\beta}\left[-\cos(\lambda+1)\theta+\beta\frac{3-\lambda}{\lambda+1}\cos(\lambda-1)\theta\right],
\]
\[
\sigma_{r\theta}=\frac{Kr^{\lambda-1}}{1+\beta}\left[\sin(\lambda+1)\theta+\beta\frac{\lambda-1}{\lambda+1}\sin(\lambda-1)\theta\right].
\]

At equal \(r\), the radial stress is 0.678 of the bisector hoop stress on the bisector itself and 0.801 of it on the faces. A free face thus still carries a diverging stress parallel to itself.

For antisymmetric stresses, \(F=C\sin(\lambda+1)\theta+D\sin(\lambda-1)\theta\). The face conditions have the determinant

\[
(\lambda-1)\sin p\cos m-(\lambda+1)\cos p\sin m
=\lambda\sin2\alpha-\sin2\lambda\alpha=0 .
\]

At 270° this is \(\sin(3\pi\lambda/2)=-\lambda\), with the singular root \(\lambda=0.9085\) and stress exponent \(-0.0915\). The equation also has the root \(\lambda=1\), but there \(\sin(\lambda-1)\theta\) vanishes and the proper odd solution is \(F=C\sin2\theta+D\theta\). The condition \(F'(\alpha)=0\) gives \(D=0\), because \(\cos2\alpha=0\). Then \(F(\alpha)=-C=0\), so this root carries no stress.

Each tenfold approach to the corner multiplies the symmetric stress by 2.854 and the antisymmetric stress by 1.234. Under mixed loading the symmetric part therefore dominates sufficiently near the corner, provided \(K\ne0\).

### Part (e)

*Model the surroundings of the corner by a sector of radius \(R=100\) µm. Its arc is displaced as in uniform plane-strain tension \(\sigma_0=100\) MPa perpendicular to the bisector. Finite elements give \(K=c\,\sigma_0R^{1-\lambda}\) with \(c=0.455\), for Young's modulus 166.5 GPa and Poisson ratio 0.217. Find \(K\) and the stresses near the corner. What happens if the corner has a small radius \(\rho\)?*

**Answer.** The amplitude is

\[
K=0.455\times100\times100^{0.4555}\approx370\ \mathrm{MPa\,\mu m^{0.4555}},
\]

or \(0.685\ \mathrm{MPa\,m^{0.4555}}\). These units differ from those of a crack's stress intensity factor, so \(K\) cannot be compared directly with a fracture toughness.

The hoop stress on the bisector is \(Kr^{-0.4555}\). Mesh refinement gives \(c=0.4545\) and lowers \(K\) by about 0.05%, so the last digit of the largest entry is uncertain:

| \(r\) (µm) | hoop stress (MPa) |
|---|---|
| 10 | 130 |
| 1 | 370 |
| 0.1 | 1057 |
| 0.01 | 3018 |

The complete finite-element field gives 138 MPa at 10 µm, 6% above the one-term law, and 370 MPa at 1 µm. The difference comes from higher modes. The next symmetric roots are \(1.629\pm0.231i\), so relative to the leading term their envelope falls as \((r/R)^{1.085}\).

The finite elements solve for displacements and use no Airy function. Between 10 and 100 nm from the sharp corner their fitted exponent is \(-0.4558\), both for the stated Poisson ratio and for 0.40. The angular forms of part (d) agree with them to 0.0003 of the bisector hoop stress.

If \(\rho\ll R\), the tip region knows the outer load through \(K\) alone, and its only length is \(\rho\). Dimensions then require

\[
\sigma_{\max}=qK\rho^{\lambda-1},
\]

with \(q\) a number fixed by the tip shape. The finite elements use a smooth tip whose radius of curvature is \(\rho\) at the apex and grows away from it; for small \(\rho/R\) it has \(q\approx2.46\), whereas a circular fillet tangent to the faces has \(q\approx2.90\). The computed peaks are 935 MPa for \(\rho=1\) µm and 2604 MPa for \(\rho=0.1\) µm, at the same outer load; mesh refinement raises both by about 0.4%, to 939 and 2615 MPa. Their ratio is 2.784, which is 2.5% below the predicted 2.854. Mesh refinement leaves this ratio unchanged, so the shortfall comes from the finite value of \(\rho/R\). It is large here because this tip approaches the direction of the straight faces only slowly, and the correction falls roughly as \((\rho/R)^{2/3}\); the next two decades of \(\rho\) give ratios 2.838 and 2.851. A circular fillet gives about 1080 and 3070 MPa for the same two radii, a ratio of 2.84. The singular exponent thus governs a finite, physical peak stress.

### Part (f)

*How far can these numbers be trusted for a real die, and does the infinite stress imply fracture at any load?*

**Answer.** The isotropic constants are averages of rough typical cubic stiffnesses of silicon, \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa. A tension of 100 MPa is a rough magnitude for packaging stress, and the displaced arc is a model of the surrounding die. Real etched corners have a finite radius, set by the etch process, and this breaks the sharp-corner assumption most strongly: it replaces infinity by peaks like those of part (e), whose size depends on the tip shape by 15% or more. The plane model also assumes vertical walls, so it does not describe the sloped walls of an anisotropic wet etch. These are comparable with the strength of etched silicon, very roughly 1 GPa and strongly dependent on surface flaws.

The other corrections computed here are smaller. For window edges along ⟨110⟩ in a (001) die, cubic elasticity changes the fitted exponent from \(-0.4558\) to \(-0.4522\); both fits carry a mesh bias of a few \(10^{-4}\), and the exact exponents are \(-0.4555\) and \(-0.4517\). At the same nominal tension it raises the stress at 1 µm by 4.4%. Plane stress instead of plane strain raises it by 0.5%. At a perfectly sharp corner the hoop stress would reach 5% of Young's modulus, about 8.3 GPa, at about 1 nm. Linear elasticity is doubtful there, and the distance is only a few atomic spacings. The three-dimensional field where the corner meets the die surfaces is not covered.

Infinite stress does not by itself imply fracture. Let a crack of length \(\ell\ll R\) start at the sharp corner. By dimensions its stress intensity factor is proportional to \(K\ell^{\lambda-1/2}\), and its energy release rate to the square:

\[
\mathcal G\propto K^2\ell^{\,2\lambda-1}=K^2\ell^{\,0.089}.
\]

This tends to zero with \(\ell\), but very slowly: from 1 µm to 1 nm it falls only to 0.54 of its value. At the load of part (e) the stress intensity factor is roughly 0.7 to 0.9 \(\mathrm{MPa\,m^{1/2}}\) over that range, close to the toughness of silicon, so even a very small flaw at a sharp corner can be critical. A criterion based on energy alone therefore needs a starting flaw or another material length. Within this elastic model, for fixed outer load and \(\rho\ll R\), a tenfold larger corner radius lowers the peak stress by a factor of about 2.8.

The computed values are collected in the numerical output below.

## Table of computed values

```
material angle: 270 deg
symmetric root lambda: 0.544484
symmetric stress exponent: -0.455516
same root, polynomial method: 0.544484
next symmetric root: 1.6293 +/- 0.2313 i
antisymmetric root: 0.908529
antisymmetric stress exponent: -0.091471
symmetric root at 240 deg: 0.6157
symmetric root at 300 deg: 0.5122
symmetric root at 360 deg: 0.5000
coefficient ratio B/A: 1.8414
radial/hoop stress on bisector: 0.6784
face radial/bisector hoop stress: 0.8010
largest angular mismatch, FEM: 0.0003
cubic C11, C12, C44: 166, 64, 80 GPa
average Young modulus: 166.5 GPa
average Poisson ratio: 0.217
sector radius: 100 um
nominal tension: 100 MPa
FEM exponent, plane strain: -0.4558
FEM exponent, Poisson ratio 0.40: -0.4558
FEM exponent, plane stress: -0.4558
dimensionless amplitude: 0.455
K: 370.5 MPa um^0.4555
K: 0.685 MPa m^0.4555
one-term hoop stress at 10 um: 130 MPa
one-term hoop stress at 1 um: 370 MPa
one-term hoop stress at 0.1 um: 1057 MPa
one-term hoop stress at 0.01 um: 3018 MPa
stress growth per tenfold approach: 2.854
antisymmetric growth per tenfold: 1.234
full FEM hoop stress at 10 um: 138 MPa
full FEM hoop stress at 1 um: 370 MPa
peak stress, tip radius 1 um: 935 MPa
peak stress, tip radius 0.1 um: 2604 MPa
peak ratio for tenfold sharper tip: 2.784
FEM exponent, cubic silicon: -0.4522
cubic/isotropic stress at 1 um: 1.044
plane stress/plane strain at 1 um: 1.005
5% of Young modulus: 8324 MPa
distance where hoop stress reaches it: 1.08 nm
```
